# Debugging a numerical check: Choosing Step, Duration and Deflation in Imaginary-Time Propagation for Hydrogen

```python
"""Imaginary-time propagation for the s states of hydrogen, atomic units.

Result under test: under du/dtau = -H u the 2s/1s amplitude ratio decays as
exp(-3 tau/8), the energy excess finally as exp(-3 tau/4), and projection of
lower states at every step yields the excited s states.
u = r R(r); H = -1/2 d^2/dr^2 - 1/r; h = grid spacing; dt = time step.
Vectors have unit Euclidean norm; the constant weight h cancels in all ratios.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal, solveh_banded


class RadialGrid:
    def __init__(self, h, wall):
        self.h = h
        self.r = h * np.arange(1, round(wall / h))
        self.diag = 1 / h**2 - 1 / self.r
        self.off = -0.5 / h**2

    def apply_h(self, u):
        out = self.diag * u
        out[1:] += self.off * u[:-1]
        out[:-1] += self.off * u[1:]
        return out

    def energy(self, u):
        return (u @ self.apply_h(u)) / (u @ u)


def clean(u, lower):
    """Remove the listed states and normalise."""
    u = u.copy()
    for state in lower:
        u -= state * (state @ u)
    return u / np.linalg.norm(u)


def propagate(grid, start, tau, dt, lower=()):
    """Crank-Nicolson steps, with projection and normalisation after each."""
    band = np.empty((2, grid.r.size))
    band[0] = 0.5 * dt * grid.off
    band[1] = 1 + 0.5 * dt * grid.diag
    u = clean(start, lower)
    for _ in range(round(tau / dt)):
        u = 2 * solveh_banded(band, u, check_finite=False) - u
        u = clean(u, lower)
    return u


def lattice_level(n, h):
    """Closed form for the grid level without a wall."""
    return -1 / (n**2 * (1 + np.sqrt(1 + (h / n)**2)))


def step_rate(e_low, e_high, dt):
    return 2 / dt * (np.arctanh(e_high * dt / 2) - np.arctanh(e_low * dt / 2))


h, wall, dt = 0.05, 80.0, 0.1
grid = RadialGrid(h, wall)
trial = clean(grid.r * np.exp(-grid.r / 2), ())
print(f"grid spacing {h} bohr, wall {wall} bohr, time step {dt} a.u.")
print(f"trial energy {grid.energy(trial):.6f} hartree")

# Independent reference: direct diagonalisation of the tridiagonal matrix.
levels, vectors = eigh_tridiagonal(
    grid.diag, np.full(grid.r.size - 1, grid.off),
    select="i", select_range=(0, 2))
vectors = vectors * np.sign(vectors[0])
ref1, ref2, ref3 = vectors.T
for n in (1, 2, 3):
    formula = lattice_level(n, h)
    assert abs(levels[n - 1] - formula) < 1e-9
    print(f"grid level n={n}: diagonalised {levels[n-1]:.9f}, "
          f"closed form {formula:.9f} hartree")
e1, e2, e3 = (lattice_level(n, h) for n in (1, 2, 3))

# Decay of the 2s contaminant and of the energy excess.
start_ratio = (ref2 @ trial) / (ref1 @ trial)
analytic_ratio = -27 * np.sqrt(2) / 64
assert abs(start_ratio - analytic_ratio) < 2e-3
print(f"initial 2s/1s ratio: grid {start_ratio:.6f}, "
      f"analytic {analytic_ratio:.6f}")
print("tau (a.u.) | 2s/1s ratio | energy excess (hartree) | local rate (1/a.u.)")
u = trial
excess = grid.energy(u) - e1
print(f"{0:3d} | {start_ratio:.6e} | {excess:.6e} | -")
local_rates = []
for tau in range(4, 25, 4):
    u = propagate(grid, u, 4, dt)
    new_excess = grid.energy(u) - e1
    local_rates.append(np.log(excess / new_excess) / 4)
    excess = new_excess
    ratio = (ref2 @ u) / (ref1 @ u)
    print(f"{tau:3d} | {ratio:.6e} | {excess:.6e} | {local_rates[-1]:.6f}")
amplitude_rate = np.log(start_ratio / ratio) / 24
predicted_rate = step_rate(e1, e2, dt)
assert abs(amplitude_rate - 3 / 8) < 5e-4
assert abs(amplitude_rate - predicted_rate) < 1e-7
assert np.all(np.diff(local_rates) < 0)
assert abs(local_rates[-1] - 3 / 4) < 2e-3
share = excess / ((e2 - e1) * ratio**2)
assert 1 < share < 1.01
print(f"2s amplitude rate: measured {amplitude_rate:.6f}, grid and step "
      f"formula {predicted_rate:.6f}, continuum {3/8:.6f} 1/a.u.")
print(f"energy excess / its 2s part at tau=24: {share:.5f}")

# A large step changes the decay rate, but not the converged energy.
big_dt = 1.0
u = propagate(grid, trial, 10, big_dt)
big_rate = np.log(start_ratio * (ref1 @ u) / (ref2 @ u)) / 10
big_formula = step_rate(e1, e2, big_dt)
assert abs(big_rate - big_formula) < 1e-7
big_energy = grid.energy(propagate(grid, trial, 100, big_dt))
assert abs(big_energy - e1) < 1e-10
print(f"time step {big_dt} a.u.: amplitude rate {big_rate:.6f}, formula "
      f"{big_formula:.6f} 1/a.u.; converged energy {big_energy:.9f} hartree")

# Explicit Euler on either side of its step limit, close to h^2.
explicit_energy = []
for factor in (0.9, 1.1):
    u = trial.copy()
    for _ in range(2000):
        u = u - factor * h**2 * grid.apply_h(u)
        u /= np.linalg.norm(u)
    explicit_energy.append(grid.energy(u))
    print(f"explicit Euler, step {factor*h**2:.5f} a.u., 2000 steps: "
          f"energy {explicit_energy[-1]:.4f} hartree")
assert e1 < explicit_energy[0] < grid.energy(trial)
assert explicit_energy[1] > 100

# Without 2s in the start, the energy must converge faster.
u = propagate(grid, clean(trial, (ref2,)), 16, dt)
before = grid.energy(u) - e1
after = grid.energy(propagate(grid, u, 4, dt)) - e1
no_2s_rate = np.log(before / after) / 4
assert 0.87 < no_2s_rate < 0.93
print(f"start without 2s: energy rate for tau 16 to 20 {no_2s_rate:.5f}, "
      f"limit {8/9:.5f} 1/a.u.")

# Deflation: decay of 3s while 2s is being projected out of the start.
state1 = propagate(grid, trial, 100, dt)
u = propagate(grid, trial, 100, dt, (state1,))
ratio_a = (ref3 @ u) / (ref2 @ u)
excess_a = grid.energy(u) - e2
u = propagate(grid, u, 20, dt, (state1,))
ratio_b = (ref3 @ u) / (ref2 @ u)
excess_b = grid.energy(u) - e2
rate3 = np.log(ratio_a / ratio_b) / 20
energy_rate3 = np.log(excess_a / excess_b) / 20
assert abs(rate3 - 5 / 72) < 5e-5
assert abs(energy_rate3 - 5 / 36) < 2e-3
print(f"deflated run, tau 100 to 120: 3s amplitude rate {rate3:.6f} "
      f"(continuum {5/72:.6f}) 1/a.u.")
print(f"deflated run, tau 100 to 120: energy rate {energy_rate3:.6f} "
      f"(continuum {5/36:.6f}) 1/a.u.")

# One initial projection compared with projection at every step.
once = clean(trial, (state1,))
once_40 = grid.energy(propagate(grid, once, 40, dt))
once_150 = grid.energy(propagate(grid, once, 150, dt))
always_150 = grid.energy(propagate(grid, trial, 150, dt, (state1,)))
assert abs(once_40 - e2) < 1e-3
assert abs(once_150 - e1) < 1e-6
assert abs(always_150 - e2) < 1e-8
print(f"projected once: energy {once_40:.6f} at tau=40, "
      f"{once_150:.6f} at tau=150 hartree")
print(f"projected every step: energy {always_150:.6f} at tau=150 hartree")

# Deflation with a 1s state whose propagation was stopped too early.
early1 = propagate(grid, trial, 10, dt)
epsilon = (ref2 @ early1) / (ref1 @ early1)
early2 = propagate(grid, trial, 200, dt, (early1,))
shift = grid.energy(early2) - e2
shift_formula = -(e2 - e1) * epsilon**2
assert shift < 0 and abs(shift / shift_formula - 1) < 0.01
print(f"1s stopped at tau=10: 2s amplitude in it {epsilon:.6f}")
print(f"resulting 2s energy shift {shift:.5e}, formula "
      f"{shift_formula:.5e} hartree")

# Three levels on two grids, then extrapolation in h^2.
energies = {}
for spacing in (0.1, 0.05):
    g = RadialGrid(spacing, wall)
    start = g.r * np.exp(-g.r / 2)
    found = []
    energies[spacing] = []
    for n, duration in ((1, 100), (2, 200), (3, 400)):
        state = propagate(g, start, duration, dt, tuple(found))
        found.append(state)
        value = g.energy(state)
        assert abs(value - lattice_level(n, spacing)) < 1e-9
        energies[spacing].append(value)
print("propagation times for 1s, 2s, 3s: 100, 200, 400 a.u.")
print("state | E(h=0.1) | E(h=0.05) | extrapolated | exact model (hartree)")
for n in (1, 2, 3):
    coarse, fine = energies[0.1][n - 1], energies[0.05][n - 1]
    extrapolated = (4 * fine - coarse) / 3
    exact = -1 / (2 * n**2)
    assert abs(extrapolated - exact) < 2e-6
    assert abs(extrapolated - exact) < abs(fine - exact) / 10
    print(f"{n}s | {coarse:.8f} | {fine:.8f} | {extrapolated:.8f} | {exact:.8f}")

print("done: every assertion held")
```

It fails:

```
grid spacing 0.05 bohr, wall 80.0 bohr, time step 0.1 a.u.
trial energy -0.374928 hartree
grid level n=1: diagonalised -0.499687890, closed form -0.499687890 hartree
grid level n=2: diagonalised -0.124980475, closed form -0.124980475 hartree
grid level n=3: diagonalised -0.055551698, closed form -0.055551698 hartree
initial 2s/1s ratio: grid -0.596218, analytic -0.596621
tau (a.u.) | 2s/1s ratio | energy excess (hartree) | local rate (1/a.u.)
  0 | -5.962176e-01 | 1.247595e-01 | -
  4 | -1.331354e-01 | 7.021101e-03 | 0.719367
  8 | -2.972913e-02 | 3.420198e-04 | 0.755452
 12 | -6.638514e-03 | 1.678656e-05 | 0.753572
 16 | -1.482380e-03 | 8.305051e-07 | 0.751575
 20 | -3.310155e-04 | 4.124716e-08 | 0.750613
 24 | -7.391575e-05 | 2.052409e-09 | 0.750142
Traceback (most recent call last):
  File "check.py", line 100, in <module>
    assert np.all(np.diff(local_rates) < 0)
AssertionError
```

The author's reading of the failure: The program asserted that the local decay rate of the energy excess falls steadily, which is false physics: while the contamination is large, the normalising denominator 1+Σa_k² slows the decay, so the printed rate first rises from 0.719 to 0.755 and then falls. The steadily falling rate belongs to the excess divided by the 1s probability, which is a pure sum of decaying exponentials. The monotonicity test now applies to that quantity, its rate is printed in an added column, and new assertions check that it stays above its limit and that the early rate of the energy excess itself lies below 3/4. No tolerance is changed and all other tests are kept.

Repair:

```diff
@@ -82,21 +82,30 @@
 print(f"initial 2s/1s ratio: grid {start_ratio:.6f}, "
       f"analytic {analytic_ratio:.6f}")
-print("tau (a.u.) | 2s/1s ratio | energy excess (hartree) | local rate (1/a.u.)")
+print("local rates (1/a.u.): A of the excess, B of excess / 1s probability")
+print("tau (a.u.) | 2s/1s ratio | energy excess (hartree) | A | B")
 u = trial
 excess = grid.energy(u) - e1
-print(f"{0:3d} | {start_ratio:.6e} | {excess:.6e} | -")
-local_rates = []
+weighted = excess / (ref1 @ u)**2
+print(f"{0:3d} | {start_ratio:.6e} | {excess:.6e} | - | -")
+local_rates, weighted_rates = [], []
 for tau in range(4, 25, 4):
     u = propagate(grid, u, 4, dt)
     new_excess = grid.energy(u) - e1
+    new_weighted = new_excess / (ref1 @ u)**2
     local_rates.append(np.log(excess / new_excess) / 4)
-    excess = new_excess
+    weighted_rates.append(np.log(weighted / new_weighted) / 4)
+    excess, weighted = new_excess, new_weighted
     ratio = (ref2 @ u) / (ref1 @ u)
-    print(f"{tau:3d} | {ratio:.6e} | {excess:.6e} | {local_rates[-1]:.6f}")
+    print(f"{tau:3d} | {ratio:.6e} | {excess:.6e} | "
+          f"{local_rates[-1]:.6f} | {weighted_rates[-1]:.6f}")
 amplitude_rate = np.log(start_ratio / ratio) / 24
 predicted_rate = step_rate(e1, e2, dt)
 assert abs(amplitude_rate - 3 / 8) < 5e-4
 assert abs(amplitude_rate - predicted_rate) < 1e-7
-assert np.all(np.diff(local_rates) < 0)
+# Without the normalising factor the excess is a sum of exponentials.
+assert np.all(np.diff(weighted_rates) < 0)
+assert weighted_rates[-1] > 2 * predicted_rate
+# Normalisation slows the early decay of the energy excess itself.
+assert local_rates[0] < 3 / 4 < weighted_rates[0]
 assert abs(local_rates[-1] - 3 / 4) < 2e-3
 share = excess / ((e2 - e1) * ratio**2)
@@ -139,5 +148,5 @@
       f"limit {8/9:.5f} 1/a.u.")
 
-# Deflation: decay of 3s while 2s is being projected out of the start.
+# Deflation: decay of 3s while 1s is projected out at every step.
 state1 = propagate(grid, trial, 100, dt)
 u = propagate(grid, trial, 100, dt, (state1,))
@@ -175,5 +184,5 @@
 shift_formula = -(e2 - e1) * epsilon**2
 assert shift < 0 and abs(shift / shift_formula - 1) < 0.01
-print(f"1s stopped at tau=10: 2s amplitude in it {epsilon:.6f}")
+print(f"1s stopped at tau=10: 2s/1s amplitude ratio in it {epsilon:.6f}")
 print(f"resulting 2s energy shift {shift:.5e}, formula "
       f"{shift_formula:.5e} hartree")
```

Output now:

```
grid spacing 0.05 bohr, wall 80.0 bohr, time step 0.1 a.u.
trial energy -0.374928 hartree
grid level n=1: diagonalised -0.499687890, closed form -0.499687890 hartree
grid level n=2: diagonalised -0.124980475, closed form -0.124980475 hartree
grid level n=3: diagonalised -0.055551698, closed form -0.055551698 hartree
initial 2s/1s ratio: grid -0.596218, analytic -0.596621
local rates (1/a.u.): A of the excess, B of excess / 1s probability
tau (a.u.) | 2s/1s ratio | energy excess (hartree) | A | B
  0 | -5.962176e-01 | 1.247595e-01 | - | -
  4 | -1.331354e-01 | 7.021101e-03 | 0.719367 | 0.802948
  8 | -2.972913e-02 | 3.420198e-04 | 0.755452 | 0.759877
 12 | -6.638514e-03 | 1.678656e-05 | 0.753572 | 0.753788
 16 | -1.482380e-03 | 8.305051e-07 | 0.751575 | 0.751586
 20 | -3.310155e-04 | 4.124716e-08 | 0.750613 | 0.750613
 24 | -7.391575e-05 | 2.052409e-09 | 0.750142 | 0.750142
2s amplitude rate: measured 0.374810, grid and step formula 0.374810, continuum 0.375000 1/a.u.
energy excess / its 2s part at tau=24: 1.00253
time step 1.0 a.u.: amplitude rate 0.385349, formula 0.385349 1/a.u.; converged energy -0.499687890 hartree
explicit Euler, step 0.00225 a.u., 2000 steps: energy -0.4949 hartree
explicit Euler, step 0.00275 a.u., 2000 steps: energy 799.5189 hartree
start without 2s: energy rate for tau 16 to 20 0.90540, limit 0.88889 1/a.u.
deflated run, tau 100 to 120: 3s amplitude rate 0.069430 (continuum 0.069444) 1/a.u.
deflated run, tau 100 to 120: energy rate 0.138967 (continuum 0.138889) 1/a.u.
projected once: energy -0.124966 at tau=40, -0.499688 at tau=150 hartree
projected every step: energy -0.124980 at tau=150 hartree
1s stopped at tau=10: 2s/1s amplitude ratio in it -0.014048
resulting 2s energy shift -7.39379e-05, formula -7.39512e-05 hartree
propagation times for 1s, 2s, 3s: 100, 200, 400 a.u.
state | E(h=0.1) | E(h=0.05) | extrapolated | exact model (hartree)
1s | -0.49875621 | -0.49968789 | -0.49999845 | -0.50000000
2s | -0.12492197 | -0.12498047 | -0.12499998 | -0.12500000
3s | -0.05554013 | -0.05555170 | -0.05555555 | -0.05555556
done: every assertion held
```
